# One resonance from four dangling-bond orientations in a [001] field: verification in Python

```python
# Result under test: S=1/2 dangling bonds with axial g tensors along all four
# <111> axes share one resonance for a field along [001], at
#     g001 = sqrt((g_par^2 + 2 g_perp^2)/3).
# g_par, g_perp: g values along and across the bond axis n; b: unit vector of
# the static field; c = n.b. Fields are in tesla inside the program and are
# printed in mT; Hamiltonians are in GHz. The microwave frequency is fixed.
import itertools
import numpy as np
import sympy as sp
from scipy.optimize import brentq
from scipy.constants import physical_constants, h, k, mu_0, pi

MU_B = physical_constants["Bohr magneton"][0]
GHZ_PER_T = MU_B / h * 1e-9
G_PAR, G_PERP = 2.0014, 2.0088
FREQ = 9.5            # GHz
TEMPERATURE = 300.0   # K
TILT_DEG = 1.0
SIGMA_G_PERP = 0.0008           # rough strain spread
HF_PAR, HF_PERP = 15e-3, 9e-3   # rough 29Si hyperfine constants, T
ABUNDANCE_29SI = 0.047          # rough natural abundance
DENSITY = 1e12 * 1e4            # centres per m^2, rough

SPIN = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                dtype=complex) / 2
# One representative of each pair n, -n among the eight cube diagonals
AXES = [np.array(s) / np.sqrt(3)
        for s in itertools.product((1, -1), repeat=3) if np.prod(s) > 0]
assert len(AXES) == 4


def unit(v):
    v = np.array(v, dtype=float)
    return v / np.linalg.norm(v)


def axial_tensor(n, par, perp):
    return perp * np.eye(3) + (par - perp) * np.outer(n, n)


def dot_spin(v):
    return np.einsum("i,ijk->jk", v, SPIN)


def zeeman(field, n, b, g_par=G_PAR, g_perp=G_PERP):
    return GHZ_PER_T * field * dot_spin(axial_tensor(n, g_par, g_perp) @ b)


def resonance_field(n, b, g_par=G_PAR, g_perp=G_PERP):
    def mismatch(field):
        e = np.linalg.eigvalsh(zeeman(field, n, b, g_par, g_perp))
        return e[1] - e[0] - FREQ
    return brentq(mismatch, 0.1, 1.0, xtol=1e-15, rtol=1e-14)


def g_formula(c2, g_par=G_PAR, g_perp=G_PERP):
    return np.sqrt(g_par**2 * c2 + g_perp**2 * (1 - c2))


def group_lines(fields):
    groups = []
    for f in sorted(fields):
        if groups and f - groups[-1][-1] < 1e-9:
            groups[-1].append(f)
        else:
            groups.append([f])
    return [(np.mean(g), len(g)) for g in groups]


# Resonances from diagonalization against the angular formula
directions = {"[001]": unit([0, 0, 1]), "[111]": unit([1, 1, 1]),
              "[110]": unit([1, 1, 0]), "general": unit([0.3, -0.5, 0.9])}
lines = {}
for name, b in directions.items():
    fields = [resonance_field(n, b) for n in AXES]
    for n, f in zip(AXES, fields):
        assert abs(FREQ / (GHZ_PER_T * f) - g_formula((n @ b)**2)) < 1e-10
    lines[name] = [(FREQ / (GHZ_PER_T * f), f, m)
                   for f, m in group_lines(fields)]
    mean_g2 = np.mean([(FREQ / (GHZ_PER_T * f))**2 for f in fields])
    assert abs(mean_g2 - (G_PAR**2 + 2 * G_PERP**2) / 3) < 1e-10
assert [m for _, _, m in lines["[001]"]] == [4]
assert sorted(m for _, _, m in lines["[111]"]) == [1, 3]
assert [m for _, _, m in lines["[110]"]] == [2, 2]
assert len(lines["general"]) == 4
g001, b001, _ = lines["[001]"][0]
assert abs(g001 - np.sqrt((G_PAR**2 + 2 * G_PERP**2) / 3)) < 1e-10
assert round(g001, 4) == 2.0063
g_mean = (G_PAR + 2 * G_PERP) / 3
assert abs(g001**2 - g_mean**2 - 2 / 9 * (G_PAR - G_PERP)**2) < 1e-10
rounding = [g_formula(1 / 3, G_PAR + s * 5e-5, G_PERP + t * 5e-5)
            for s in (-1, 1) for t in (-1, 1)]

# Exact identity behind uniqueness of the cubic directions
x, y, z = sp.symbols("x y z", real=True)
signs = [s for s in itertools.product((1, -1), repeat=3) if np.prod(s) > 0]
norm2 = x**2 + y**2 + z**2
projections = [(s[0]*x + s[1]*y + s[2]*z)**2 / sp.Integer(3) for s in signs]
spread = sum((p - norm2 / 3)**2 for p in projections)
target = sp.Rational(16, 9) * (x**2*y**2 + y**2*z**2 + z**2*x**2)
assert sp.expand(spread - target) == 0
assert sp.expand(sum(projections) - sp.Rational(4, 3) * norm2) == 0


# Strength of the transition from eigenvectors against the cross product
def strengths(b1):
    b = directions["[001]"]
    result = []
    for n in AXES:
        _, vec = np.linalg.eigh(zeeman(b001, n, b))
        g = axial_tensor(n, G_PAR, G_PERP)
        element = vec[:, 1].conj() @ dot_spin(g @ b1) @ vec[:, 0]
        formula = np.linalg.norm(np.cross(unit(g @ b), g @ b1))**2 / 4
        assert abs(abs(element)**2 - formula) < 1e-12
        result.append(abs(element)**2)
    return np.array(result)


drive_100 = strengths(unit([1, 0, 0]))
drive_110 = strengths(unit([1, 1, 0]))
assert np.ptp(drive_100) < 1e-12 and drive_100.min() > 0.9
variation_110 = np.ptp(drive_110) / drive_110.mean()
assert 1e-4 < variation_110 < 0.01


# Misalignment: worst azimuth and size of the splitting
def tilted_fields(tilt_deg, azimuth_deg):
    t, a = np.radians([tilt_deg, azimuth_deg])
    b = np.array([np.sin(t)*np.cos(a), np.sin(t)*np.sin(a), np.cos(t)])
    return np.array([resonance_field(n, b) for n in AXES])


azimuths = np.arange(0, 91, 15)
splittings = [np.ptp(tilted_fields(TILT_DEG, a)) for a in azimuths]
assert azimuths[int(np.argmax(splittings))] == 45
tilt_split = max(splittings)
tilt_formula = (b001 * 2 * np.sqrt(2) / 3 * abs(G_PERP**2 - G_PAR**2)
                * np.radians(TILT_DEG) / g001**2)
assert abs(tilt_split / tilt_formula - 1) < 0.01  # next orders in the tilt

# Strain broadening: numerical slope against the derivative
step = 1e-5
up, down = [resonance_field(AXES[0], directions["[001]"], G_PAR, G_PERP + s)
            for s in (step, -step)]
slope = (up - down) / (2 * step)
assert abs(slope / (-2 * G_PERP * b001 / (3 * g001**2)) - 1) < 1e-6
strain_width = 2 * np.sqrt(2 * np.log(2)) * abs(slope) * SIGMA_G_PERP


def count_peaks(fields):
    grid = np.linspace(b001 - 2e-3, b001 + 2e-3, 8001)
    sigma = abs(slope) * SIGMA_G_PERP
    profile = sum(np.exp(-(grid - f)**2 / (2 * sigma**2)) for f in fields)
    inner = profile[1:-1]
    return int(np.sum((inner > profile[:-2]) & (inner > profile[2:])))


peaks_small = count_peaks(tilted_fields(TILT_DEG, 45))
peaks_large = count_peaks(tilted_fields(20.0, 45))
assert peaks_small == 1 and peaks_large > 1


# 29Si satellites: full four-level diagonalization for every axis
def satellite_fields(n):
    b = directions["[001]"]
    a = axial_tensor(n, G_PAR * HF_PAR, G_PERP * HF_PERP) * GHZ_PER_T
    coupling = sum(a[i, j] * np.kron(SPIN[i], SPIN[j])
                   for i in range(3) for j in range(3))

    def root(low, high):
        def mismatch(field):
            e = np.linalg.eigvalsh(np.kron(zeeman(field, n, b), np.eye(2))
                                   + coupling)
            return e[high] - e[low] - FREQ
        return brentq(mismatch, 0.2, 0.5, xtol=1e-14)
    return np.array([root(0, 3), root(1, 2)])


satellites = np.array([satellite_fields(n) for n in AXES])
assert np.max(np.ptp(satellites, axis=0)) < 1e-9
sat_low, sat_high = satellites[0]
hf_energy = np.sqrt((G_PAR**2 * (G_PAR * HF_PAR)**2
                     + 2 * G_PERP**2 * (G_PERP * HF_PERP)**2)
                    / (3 * g001**2))
hf_first_order = hf_energy / g001
# Residue is of third order in hyperfine constant over applied field
assert abs(sat_high - sat_low - hf_first_order) < 2e-5

# Neighbour field: closed form against a pair of close magnetic poles
distance = 1 / np.sqrt(DENSITY)
dipole_field = mu_0 * g001 * MU_B / (4 * pi * distance**3)
gap = distance * 1e-3
pole = g001 * MU_B / 2 / gap
pole_field = mu_0 * pole / (4 * pi) * (1 / (distance - gap / 2)**2
                                       - 1 / (distance + gap / 2)**2)
assert abs(pole_field / dipole_field - 1) < 1e-5

# Thermal polarization from the populations of the computed levels
levels = np.linalg.eigvalsh(zeeman(b001, AXES[0], directions["[001]"]))
weights = np.exp(-levels * 1e9 * h / (k * TEMPERATURE))
polarization = (weights[0] - weights[1]) / weights.sum()
assert abs(polarization / np.tanh(FREQ * 1e9 * h / (2 * k * TEMPERATURE))
           - 1) < 1e-8

print(f"g parallel, g perpendicular: {G_PAR:.4f}, {G_PERP:.4f}")
print(f"microwave frequency: {FREQ:.1f} GHz")
print(f"g parallel squared: {G_PAR**2:.6f}")
print(f"g perpendicular squared: {G_PERP**2:.6f}")
print(f"g squared for [001]: {g001**2:.6f}")
print(f"angle of [001] to each axis: "
      f"{np.degrees(np.arccos(1 / np.sqrt(3))):.3f} deg")
for name in ("[001]", "[111]", "[110]"):
    for g, f, m in lines[name]:
        print(f"B along {name}: g = {g:.6f}, B = {f*1e3:.3f} mT, axes = {m}")
print(f"weighted mean g: {g_mean:.6f}")
print(f"g001 minus weighted mean: {g001 - g_mean:.2e}")
print(f"g001 range from input rounding: "
      f"{min(rounding):.5f} to {max(rounding):.5f}")
sep_111 = abs(lines["[111]"][0][1] - lines["[111]"][1][1])
sep_110 = abs(lines["[110]"][0][1] - lines["[110]"][1][1])
print(f"line separation for [111]: {sep_111*1e3:.3f} mT")
print(f"line separation for [110]: {sep_110*1e3:.3f} mT")
print(f"squared matrix element, drive [100]: {drive_100[0]:.5f}")
print(f"relative variation between axes, drive [110]: "
      f"{variation_110*100:.2f} %")
print(f"assumed tilt: {TILT_DEG:.1f} deg")
print(f"largest splitting at this tilt: {tilt_split*1e3:.4f} mT")
print(f"first-order tilt formula: {tilt_formula*1e3:.4f} mT")
print(f"assumed standard deviation of g perpendicular: {SIGMA_G_PERP:.4f}")
print(f"strain full width at half maximum: {strain_width*1e3:.3f} mT")
print(f"peaks in summed profile at {TILT_DEG:.0f} deg tilt: {peaks_small}")
print(f"peaks in summed profile at 20 deg tilt: {peaks_large}")
print(f"assumed hyperfine parallel, perpendicular: "
      f"{HF_PAR*1e3:.1f}, {HF_PERP*1e3:.1f} mT")
print(f"assumed 29Si abundance: {ABUNDANCE_29SI*100:.1f} %")
print(f"share of centres in central line: {(1-ABUNDANCE_29SI)*100:.1f} %")
print(f"share in each satellite: {ABUNDANCE_29SI*50:.2f} %")
print(f"satellite fields: {sat_low*1e3:.3f}, {sat_high*1e3:.3f} mT")
print(f"satellite splitting, diagonalized: {(sat_high-sat_low)*1e3:.3f} mT")
print(f"satellite splitting, first order: {hf_first_order*1e3:.3f} mT")
print(f"assumed density of centres: {DENSITY*1e-4:.1e} per cm2")
print(f"typical distance between centres: {distance*1e9:.1f} nm")
print(f"largest field of one neighbour: {dipole_field*1e3:.5f} mT")
print(f"temperature: {TEMPERATURE:.0f} K")
print(f"thermal spin polarization: {polarization:.3e}")
print("finished without a failed check")
```

Printed output:

```
g parallel, g perpendicular: 2.0014, 2.0088
microwave frequency: 9.5 GHz
g parallel squared: 4.005602
g perpendicular squared: 4.035277
g squared for [001]: 4.025386
angle of [001] to each axis: 54.736 deg
B along [001]: g = 2.006336, B = 338.305 mT, axes = 4
B along [111]: g = 2.007979, B = 338.028 mT, axes = 3
B along [111]: g = 2.001400, B = 339.139 mT, axes = 1
B along [110]: g = 2.008800, B = 337.890 mT, axes = 2
B along [110]: g = 2.003870, B = 338.721 mT, axes = 2
weighted mean g: 2.006333
g001 minus weighted mean: 3.03e-06
g001 range from input rounding: 2.00629 to 2.00639
line separation for [111]: 1.111 mT
line separation for [110]: 0.831 mT
squared matrix element, drive [100]: 1.00634
relative variation between axes, drive [110]: 0.49 %
assumed tilt: 1.0 deg
largest splitting at this tilt: 0.0410 mT
first-order tilt formula: 0.0410 mT
assumed standard deviation of g perpendicular: 0.0008
strain full width at half maximum: 0.212 mT
peaks in summed profile at 1 deg tilt: 1
peaks in summed profile at 20 deg tilt: 3
assumed hyperfine parallel, perpendicular: 15.0, 9.0 mT
assumed 29Si abundance: 4.7 %
share of centres in central line: 95.3 %
share in each satellite: 2.35 %
satellite fields: 332.540, 343.880 mT
satellite splitting, diagonalized: 11.340 mT
satellite splitting, first order: 11.337 mT
assumed density of centres: 1.0e+12 per cm2
typical distance between centres: 10.0 nm
largest field of one neighbour: 0.00186 mT
temperature: 300 K
thermal spin polarization: 7.599e-04
finished without a failed check
```
